The Breit operator in the self-consistent field does not cause collapse

**Definitions and conventions**

Energies are in hartree, and c is the speed of light in atomic units. The system is an ion with nuclear charge Z, a point nucleus and two electrons in a closed 1s² shell. With the rest energy subtracted, the one-electron operator is

h = c α·p + (β − 1)c² − Z/r.

The two 1s spinors share real radial functions P and Q and differ in the constant two-component spinor ξ:

φ = (1/(r√(4π))) (P ξ, iQ σ·r̂ ξ), ∫(P² + Q²) dr = 1.

The electrons interact through 1/r₁₂ and the frequency-independent Breit operator

B = −[α₁·α₂ + (α₁·n)(α₂·n)]/(2r₁₂), n = (r₁ − r₂)/r₁₂.

Define ρ = P² + Q² and W = 2PQ, and let r_< and r_> be the smaller and larger of two radii. The wave function is one determinant with total angular momentum zero. A subscript C marks quantities from the self-consistent field (SCF) without B.

**The belief and its appeal**

The belief is that B may be used only as a first-order perturbation, as ⟨B⟩ in Dirac–Coulomb orbitals. Inside the SCF, it says, B would drag the electrons towards the negative-energy states and the energy would collapse.

There are reasons to think so. The Dirac operator has no lower bound, and B contains α matrices, which couple large components to small ones. Moreover, an unprojected many-electron Dirac Hamiltonian really does have a defect, treated below. The question is whether that defect enters the mean field.

**The Breit energy of the shell**

The current c φ†αφ contains products of one large and one small component. Leaving out the factor c, which B does not contain, and using

σ_i(σ·r̂) = r̂_i + i(r̂×σ)_i, (σ·r̂)σ_i = r̂_i − i(r̂×σ)_i,

we get, as an operator on the spin ξ,

j = [iPQ(r̂ + i r̂×σ) − iQP(r̂ − i r̂×σ)]/(4πr²) = −W (r̂×σ)/(4πr²).

The radial terms cancel. What remains has zero divergence, because ∇·(g(r) r̂×σ) = σ·∇×(g r̂) = 0.

This simplifies B. Since ∂_i∂_j r₁₂ = (δ_ij − n_i n_j)/r₁₂,

(δ_ij + n_i n_j)/(2r₁₂) = δ_ij/r₁₂ − ½ ∂_i∂_j r₁₂.

Integration by parts moves a derivative in the last term onto a divergence-free current, so that term vanishes. Hence E_B = −∬⟨j₁·j₂⟩/r₁₂.

Only the dipole term of 1/r₁₂, (r_</r_>²) r̂₁·r̂₂, survives the angular integration. The average of r̂₁ᵢ r̂₂ⱼ (r̂₁·r̂₂) over both directions is δ_ij/9. With

(r̂₁×σ₁)·(r̂₂×σ₂) = (r̂₁·r̂₂)(σ₁·σ₂) − (r̂₁·σ₂)(σ₁·r̂₂),

the angular factor is (3/9 − 1/9) σ₁·σ₂ = (2/9) σ₁·σ₂. In the spin singlet σ₁·σ₂ = −3. Together with the minus sign in front, this gives

E_B = (2/3) ∬ W(r)W(s) (r_</r_>²) dr ds.

A test with explicit Dirac matrices and the full form of B confirms this reduction.

For weak relativity the lower Dirac equation gives Q ≈ −(P′ − P/r)/(2c). The hydrogenic P = 2Z^(3/2) r e^(−Zr) has P′ − P/r = −ZP, so Q = ZP/(2c) and W = ZP²/c. With x = Zr, the remaining integral is

∬P²P² r_</r_>² = 32Z ∫₀^∞ dx e^(−2x) ∫₀^x y³e^(−2y) dy = 16Z ∫₀^∞ y³e^(−4y) dy = 3Z/8,

where the order of integration was exchanged in the second step. Therefore E_B → (2/3)(Z²/c²)(3Z/8) = Z³/(4c²).

**The self-consistent equations**

The energy to be made stationary is

E = 2⟨h⟩ + ∬ρ(r)ρ(s)/r_> dr ds + E_B.

Define V_J(r) = ∫ρ(s)/r_> ds and A(r) = ∫W(s) r_</r_>² ds. When P changes by δP, the three terms change by 4∫δP(hφ)_P, 4∫δP V_J P and (2/3)·2·∫A·2Q δP = (8/3)∫δP A Q. Here (hφ)_P is the upper radial component. Normalization with multiplier 2ε contributes 4∫δP εP. The variation of Q is analogous. Division by 4 gives, with V = −Z/r + V_J,

c(Q′ + Q/r) + VP + (2/3)A Q = εP,

−c(P′ − P/r) + (V − 2c²)Q + (2/3)A P = εQ.

The Breit mean field b = (2/3)Aσ_x, where σ_x exchanges P and Q, is thus purely off-diagonal. It modifies the coupling that the kinetic term already provides.

**Why this field cannot close the gap by itself**

Take any finite basis with overlap matrices S_L and S_S for large and small functions. Set V = 0 and let M be the complete coupling matrix, kinetic plus Breit. For coefficient vectors a and d,

Mᵀd = E S_L a, Ma = (E + 2c²) S_S d.

If E ≠ −2c², solve the second equation for d, insert it in the first and multiply by aᵀ:

E(E + 2c²) = (Ma)ᵀS_S⁻¹(Ma)/(aᵀS_L a) ≥ 0.

Adding c⁴ gives (E + c²)² ≥ c⁴. No level lies between −2c² and 0, however strong A is. With A multiplied by 1000, the level nearest the centre of the gap is still 18969.6 hartree away from it, more than c² = 18778.9.

The argument omits V, so the full spectrum must be examined separately. For Z = 80 with Breit included, the 1s level lies at −3466.80 and the highest negative-energy level of this basis at −38300.7, below −2c² = −37557.7. That value depends on the basis: more diffuse functions raise it towards −2c², which is still 34090.9 hartree below the 1s level. The occupied orbital is the lowest one above this gap. In the converged solution more than 34000 hartree separate it from the highest negative-energy level, so it is identified without ambiguity.

**What does cause collapse**

For V = 0, without Breit and for small E, the last relation reads E ≈ (Ma)ᵀS_S⁻¹(Ma)/(2c² aᵀS_L a). If the small basis contains P′ − P/r for every large function P, this is the correct kinetic energy ½∫(P′ − P/r)² dr for normalized P. That is kinetic balance: here r e^(−ζr²) has the partner r² e^(−ζr²). If partners are missing, S_S⁻¹ sees only a projection of P′ − P/r, and the kinetic energy comes out too small.

With 40 large functions and 20 small ones, Ma = 0 is 20 conditions on 40 coefficients. At least 20 independent combinations then pay no kinetic energy and feel only −Z/r. In the one-electron problem, the first level above as many levels as there are small functions is the 1s at −3532.19 hartree in the balanced basis. After every second partner is removed, the level found by the same count lies at −1180580 hartree, far below −2c². A few further spurious levels lie inside the gap, between −2c² and the 1s region, so the rule of occupying the lowest level above the negative-energy set no longer finds 1s. No Breit term is present in that calculation; the collapse comes from the basis.

**The difference from first order**

Expand about the Dirac–Coulomb solution φ₁, with the other orbitals u_n of its Fock operator:

φ = (φ₁ + Σx_n u_n)/√(1 + Σx_n²).

To second order the density changes by

δρ = 2Σx_n ρ_n1 + Σx_n x_m ρ_nm − ρ₁Σx_n², ρ_nm = P_nP_m + Q_nQ_m.

In the Coulomb energy the linear terms add to 4Σx_n⟨n|F_C|1⟩ = 0. The quadratic terms from h and V_J add to 2Σx_n²(ε_n − ε₁), and the square of the linear density change adds 4Σx_n x_m J[ρ_n1, ρ_m1], where J[f,g] = ∬f(r)g(s)/r_> dr ds. The Breit energy changes in first order by 4Σx_n⟨n|b|1⟩. Its quadratic change is of third order overall, because x is itself proportional to B. Thus

ΔE = g·x + ½ x·Hx,

g_n = 4⟨n|b|1⟩, H_nm = 4(ε_n − ε₁)δ_nm + 8J[ρ_n1, ρ_m1].

Stationarity gives x = −H⁻¹g and

E₂ = −½ g·H⁻¹g.

If the J terms are dropped, this becomes −2Σ|⟨n|b|1⟩|²/(ε_n − ε₁). Upper orbitals lower the energy and negative-energy orbitals raise it. The solution is a saddle point, and its energy is not an ordinary upper bound. Rotations of the converged 1s into each of the other 79 orbitals, one at a time, confirm the pattern: the energy curves upwards for every upper orbital and downwards for every negative-energy orbital. A fall into the negative-energy states would require leaving this stationary point, which the choice of occupied orbital does not do.

With the J terms kept, H couples the two sets of orbitals. The upper and negative-energy parts quoted below are defined by writing E₂ = Σ_n ½ g_n x_n, with x = −H⁻¹g from the full H, and summing separately over upper and over negative-energy n. Both parts are of order c⁻⁴. For upper orbitals, A and the small component each bring 1/c, so ⟨n|b|1⟩ ~ c⁻², and the denominator does not grow with c. Negative-energy orbitals consist mainly of Q, so ⟨n|b|1⟩ ~ c⁻¹, but the denominator is about 2c². Raising c from 6 to 12 times its physical value gives inverse powers 3.99 and 3.97, against 2.00 for ⟨B⟩ itself. These powers describe the limit of weak relativity. At the physical c, where Z/c = 0.58, the ion is far from that limit: the values at 12c scaled back by c⁻⁴ would be −16.2 and +7.8 mHa, against the actual −12.88 and +3.68 mHa given below.

**Numbers for Hg⁷⁸⁺**

In first order,

−7006.4467 + 7.5926 = −6998.8541 hartree.

The Breit energy of 7.5926 hartree (206.6 eV) exceeds the leading estimate Z³/(4c²) = 6.8162 by 11 per cent of that estimate. With B in the SCF the total is −6998.8633 hartree. The difference is −9.19 mHa, or −0.250 eV, which is 0.12 per cent of the Breit energy. Starting the iteration from the bare-nucleus 2s orbital instead of 1s leads to the same energy. Going from 26 to 40 to 48 radial functions changes the total from −6998.8551 to −6998.8633 and then not at all in these digits, while the relaxation stays at −9.19 mHa.

Second-order theory accounts for the difference:

−12.88 (upper) + 3.68 (negative-energy) = −9.20 mHa.

The remaining 0.01 mHa is of higher order. When B is scaled by 0.2 and the relaxation divided by 0.2², the result is −9.199 mHa, closer to the second-order −9.202 than the full-strength −9.191.

The size of the relaxation is easily misread if ⟨B⟩ is compared in the two sets of orbitals. From x = −H⁻¹g, the Breit part changes by g·x = 2E₂ and the Coulomb part by ½x·Hx = −E₂. The computed changes are −18.37 and +9.18 mHa, whose sum is −9.19 mHa. The change in ⟨B⟩ alone is twice the change in energy.

If the 1s orbital may mix only with upper Dirac–Coulomb orbitals, the rise from the negative-energy states is absent and relaxation gives −12.86 mHa. Here the upper orbitals are those of h + V_J. With the operator h + 2V_J − K (K the exchange operator), which has the same 1s orbital but slightly different upper ones, the value is −12.87 mHa. The unrestricted SCF thus lies higher than this projected one, the opposite of what a collapse would produce.

**Where the warning is right**

Now let two electrons be excited together, one to an upper orbital n and one to a negative-energy orbital m. The zeroth-order energy difference is ε_n + ε_m − 2ε₁. Since ε_n can be as high and ε_m as low as one likes, it takes both signs and, in the continuum, passes through zero. In the basis used here 845 such pairs lie below the reference and 715 above. An unprojected many-electron Hamiltonian therefore has no gap around the state sought, with or without B, and energy denominators in a correlation treatment can come arbitrarily close to zero. The usual remedy is a projection onto upper orbitals; no correlation energy is computed here. The SCF equation contains one-electron rotations, whose energy differences ε_n − ε₁ stay away from zero.

The relaxation energy should not be taken for a complete correction of order c⁻⁴. In ⟨B⟩ for 1s² the exchanged photon joins orbitals of equal energy, so zero frequency is appropriate there; relaxation involves orbitals of different energy, where it is an approximation. Nuclear size, correlation, self-energy, vacuum polarization and the QED treatment of virtual pairs are left out as well. The remaining figures are in the numerical output.

Calculated quantities

```
Heliumlike mercury ion, point nucleus, energies in hartree
nuclear charge Z: 80
speed of light c: 137.035999 a.u.
gap width 2c^2: 37557.730
large / small radial functions: 40 / 40
one-electron 1s, basis: -3532.1921
one-electron 1s, exact Dirac: -3532.1921
one-electron 1s, half of small partners removed: -1180580.0
Dirac-Coulomb SCF energy: -7006.4467
first-order Breit energy: 7.592615
first-order Breit energy: 206.606 eV
leading estimate Z^3/(4c^2): 6.8162
Breit / leading estimate at 30c, bare orbital: 1.00011
Coulomb SCF plus first-order Breit: -6998.854111
self-consistent Breit total: -6998.863301
relaxation (SCF minus first order): -9.1905 mHa
relaxation (SCF minus first order): -0.25009 eV
relaxation / first-order Breit: -1.210e-03
second order, upper orbitals: -12.8806 mHa
second order, negative-energy orbitals: 3.6790 mHa
second order, sum: -9.2016 mHa
relaxation / s^2 at strength s=0.2: -9.1994 mHa
change of Breit part on relaxation: -18.3700 mHa
change of Coulomb part on relaxation: 9.1795 mHa
relaxation with frozen projector: -12.8634 mHa
1s orbital energy, Dirac-Coulomb: -3474.3336
1s orbital energy, with Breit: -3466.8015
highest negative-energy level, with Breit: -38300.722
half gap, odd field times 1000: 18969.588
c^2 for comparison: 18778.865
inverse power of c, first-order Breit: 2.003
inverse power of c, upper part: 3.986
inverse power of c, negative-energy part: 3.969
mixed double excitations below reference: 845
mixed double excitations above reference: 715
26 functions: total -6998.8551, relax -9.1905 mHa
40 functions: total -6998.8633, relax -9.1905 mHa
48 functions: total -6998.8633, relax -9.1905 mHa
```
